\section*{Comment on the claim that inductive mode ends capacitive window bombardment}

\section*{The argument under review}

The manuscript treats an argon discharge driven by a flat coil above a quartz window. It argues as follows. In the high-density inductive mode the power is delivered by the induced electric field. The sheath under the window is then thin, so its capacitance is much larger than that of the window. Nearly all of the coil voltage therefore drops across the quartz, and ions reach the window with the energy they would have at a floating wall.

The first statement is sound in the regime considered. The second is sound only in part: the sheath capacitance does exceed that of the window, but in the example below only about fourfold at the powered end. Even a much larger ratio would not by itself give the conclusion. A small fraction of a coil voltage in the kilovolt range can still be large compared with the electron temperature, which sets the floating-wall energy. Whether it is large has to be calculated. For a given gas and drive frequency, it depends mainly on the coil voltage, the window capacitance and the plasma density.

\section*{The coil voltage in inductive mode}

Let $P$ be the power absorbed inductively, $R$ the plasma resistance reflected into the coil, $L$ the coil inductance and $\omega$ the drive frequency. Since $P=\tfrac12 I^2R$, the current and voltage amplitudes are
\begin{equation}
I=\sqrt{2P/R},\qquad V_c=\omega L I .
\end{equation}
The voltage expression neglects the resistive drop, which is small when $R\ll\omega L$. The inductive mode thus needs a coil current, and without an electrostatic shield the accompanying voltage faces the plasma through the window.

For a rough but typical case, take $P=500$ W, $R=6\ \Omega$, $L=2\ \mu$H and 13.56 MHz. Then $I=\sqrt{1000/6}=12.9$ A and $\omega L=170\ \Omega$, so $V_c=2200$ V at the powered end of a coil whose other end is grounded.

\section*{Charge balance at the window}

I use atomic units in the algebra, with $4\pi\varepsilon_0=1$ and unit elementary charge. Let $T$ be the electron temperature as an energy, $m$ the electron mass, $M$ the ion mass and $n$ the density at the sheath edge. Define
\begin{equation}
\lambda=\sqrt{\frac{T}{4\pi n}},\quad u_B=\sqrt{\frac TM},\quad
\omega_{pi}=\frac{u_B}{\lambda},\quad C_w=\frac{\varepsilon_r}{4\pi d},
\end{equation}
where $C_w$ is the capacitance per area of a window of thickness $d$. Lengths are measured in $\lambda$, speeds in $u_B$, potentials in $T$, times in $1/\omega_{pi}$, densities in $n$ and charge per area in $n\lambda$. The scaled window capacitance is
\begin{equation}
c=\frac{C_wT}{n\lambda}=\frac{\varepsilon_rT}{4\pi n\lambda d}
=\frac{\varepsilon_r\lambda}{d}.
\end{equation}

The model is a planar, collisionless sheath. Cold, singly charged ions enter at $u_B$, electrons follow the Boltzmann law, and the bulk plasma is the zero of potential. Let $-V$ be the wall potential, $Q$ the scaled field pointing from plasma to wall, and $v\cos\Omega t$ the coil potential, with $v=V_c/T$ and $\Omega=\omega/\omega_{pi}$. Gauss's law gives the surface charge as the displacement leaving into the window minus that arriving through the sheath:
\begin{equation}
\sigma=c(-V-v\cos\Omega t)-Q .
\end{equation}
The surface gains ion current and loses charge to electron current, $\dot\sigma=J_i-J_e$, with currents in units of $nu_B$. Differentiating and rearranging,
\begin{equation}
\frac{d}{dt}(Q+cV)=q\,\Omega\sin\Omega t-J_i+J_e,\qquad q=cv .
\label{charge}
\end{equation}
The drive enters through $q$, the scaled charge that the coil voltage can move through the window.

\section*{From wall field to ion energy}

The ion transit time may be comparable with the rf period, so the ions need not respond to either the instantaneous or the mean voltage alone. Momentum conservation avoids that choice. For inertialess electrons, $0=-\partial_xn_e-n_eE$ in scaled form. Adding this to the ion momentum equation and using $\partial_xE=n_i-n_e$ gives
\begin{equation}
\partial_t(n_i\bar u)+\partial_x\!\left(n_i\overline{u^2}+n_e-\tfrac12E^2\right)=0,
\end{equation}
where bars denote averages over the ions at one position. In a periodic state the time derivative averages to zero, so the averaged bracket is the same at every $x$. At the sheath edge it is $1+1-0=2$. At the wall the ion term is the momentum delivered per unit time. Since the mean ion flux is one, this equals the mean impact speed $\langle u\rangle$. Hence
\begin{equation}
\langle u\rangle=2-\langle n_{e,w}\rangle+\tfrac12\langle Q^2\rangle .
\end{equation}

An insulating window carries no net direct current. The electron flux to it is $n_{e,w}\sqrt{T/2\pi m}$ in unscaled form, and its mean must equal $nu_B$. The scaled mean wall density is therefore $a=\sqrt{2\pi m/M}$, and
\begin{equation}
\langle u\rangle=2-a+\tfrac12\langle Q^2\rangle,\qquad
\langle\mathcal E\rangle=\tfrac T2\langle u^2\rangle\ge\tfrac T2\langle u\rangle^2 .
\label{momentum}
\end{equation}
The inequality holds because a mean square is at least the square of the mean. Within the model, a larger mean-square wall field therefore implies a larger mean impact speed at any ratio of transit time to period.

\section*{A low estimate of the wall field}

Write $G=Q+cV$ and $\theta=\Omega t$. Take the ion current as steady, $J_i=1$, and assume $G\ge0$. Integrating (\ref{charge}) gives $G=Y+K$, where
\begin{equation}
Y=-q\cos\theta-\theta/\Omega
\end{equation}
and $K$ is the accumulated electron charge, which never decreases. For any earlier phase $\theta'$, $K(\theta)\ge K(\theta')\ge-Y(\theta')$. The strongest of these conditions is
\begin{equation}
G(\theta)\ge Y(\theta)-\min_{\theta'\le\theta}Y(\theta') .
\label{reflect}
\end{equation}

To separate $Q$ from $cV$, I use the static sheath. There $u=\sqrt{1+2V}$ by energy conservation and $n_{e,w}=e^{-V}$, so the momentum balance becomes
\begin{equation}
Q^2=2\left[\sqrt{1+2V}+e^{-V}-2\right].
\label{static}
\end{equation}
Applying this static relation to an rf sheath is an approximation, so the result is an estimate and not a strict bound. It is compared below with a time-dependent calculation that follows the ions, solves Poisson's equation and includes the window capacitor.

Two limits show what the estimate contains. If the ion charge per cycle and $cV$ are both small compared with $q$, then $Q\simeq q(1-\cos\theta)$ and
\begin{equation}
\langle Q^2\rangle=q^2\langle1-2\cos\theta+\cos^2\theta\rangle=\tfrac32q^2,
\qquad \langle u\rangle\simeq2-a+\tfrac34q^2 .
\end{equation}
For large $q$ the corresponding energy is
\begin{equation}
\frac T2\left(\frac{3q^2}{4}\right)^2=\frac{9}{32}Tq^4
\propto\frac{V_c^4}{n^2}
\label{limit}
\end{equation}
at fixed $T$ and fixed window. The manuscript is therefore right that density suppresses bombardment \emph{at fixed coil voltage}.

In the opposite limit, $q\Omega<1$, the displacement current never exceeds the ion current. Then $Y$ falls monotonically, the right side of (\ref{reflect}) vanishes, and the estimate detects no rf bombardment.

\section*{The numbers}

Take $T=3$ eV and a quartz window with $d=2$ cm and $\varepsilon_r=3.8$. Power balance with 70 eV lost per electron--ion pair and a loss area of 2000 cm$^2$ gives an edge density of $8.3\times10^{10}$ cm$^{-3}$. With an assumed edge-to-bulk ratio of 0.4, the bulk density is $2.1\times10^{11}$ cm$^{-3}$. The Debye length is 44.7 $\mu$m, so
\begin{equation}
c=\frac{3.8\times44.7\ \mu\mathrm m}{2\times10^4\ \mu\mathrm m}=0.0085,
\qquad q=0.0085\times\frac{2200}{3}=6.2 .
\end{equation}
With $\Omega=1.42$, $q\Omega=8.8$. In laboratory terms, the window capacitance of 0.168 pF/cm$^2$ can pass a displacement current of 31.5 mA/cm$^2$, against an ion current of 3.57 mA/cm$^2$. Because $q\Omega$ is proportional to $V_c$, it reaches one near $2200/8.8\simeq250$ V at this density.

Without rf, equal electron and ion currents require $e^{-V}=a=0.0093$. The floating-wall impact energy is then $T(-\ln a+\tfrac12)=3(4.68+0.50)=15.5$ eV, where the half is the entry energy. The time-dependent calculation also gives 15.5 eV when the coil voltage is removed. At the same power and density, the window positions compare as follows:

\begin{center}
\begin{tabular}{lrrrr}
 & $V_c$ & mean sheath & low estimate & mean ion \\
 & (V) & voltage (V) & (eV) & energy (eV)\\
powered end & 2200 & 347 & 219 & 363\\
balanced end & 1100 & 63 & 28 & 71\\
ideal shield & 0 & 14 & 6 & 15.5
\end{tabular}
\end{center}

``Balanced end'' means either end of a coil driven symmetrically about ground. The powered-end values move by about 1\% with grid and run length. The low estimate lies below the calculated energy in each row. With the shield it sets $Q=0$ and so misses the static floating field, which accounts for its low value there. At the powered end, the two sides of the momentum relation agree: the impacts deliver 15.44 scaled units, as does the field expression. The corresponding lower value in (\ref{momentum}) is $1.5\times15.44^2=358$ eV, close to the mean energy of 363 eV.

The limiting formula is not usable for these numbers. With $q=6.2$ it would give $\langle u\rangle\simeq31$ and about 1450 eV. Its conditions fail: the ion charge per cycle is $2\pi/\Omega=4.4$ and the peak value of $cV$ is $0.0085\times856/3=2.4$, neither negligible beside the charge swing $2q=12.5$.

The capacitive divider can now be judged. Equation (\ref{static}) also holds locally within a static sheath. For large $V$ it gives $dV/dx=2^{3/4}V^{1/4}$, and integration yields
\begin{equation}
s=\frac{\sqrt2}{3}\lambda(2V)^{3/4}.
\end{equation}
For the mean sheath voltage this is 1.25 mm. The sheath-to-window capacitance ratio is then $d/(\varepsilon_rs)=20/(3.8\times1.25)=4.2$, and a linear divider gives a sheath voltage amplitude of $2200/(1+4.2)\simeq420$ V. This is a consistency check, since $s$ was found from the calculated voltage. It shows that most of the coil voltage can drop across the quartz while hundreds of volts remain in the sheath.

The ions do not acquire the full peak sheath voltage of 856 V: the 95th percentile of their energy is 501 eV. In a static sheath of this width $u\propto x^{2/3}$, so the transit time is $3s/u_w$, where $u_w$ is the wall speed. In scaled units this is $3\times28/15.2=5.5$, comparable with the rf period of 4.4. This is only an order of magnitude, because the real sheath edge moves and at its maximum lies well beyond the mean width. An ion thus samples more than the instant of peak voltage.

\section*{Why more power need not help}

The manuscript's argument in effect raises the density while holding the coil voltage fixed. In operation, both change with power. For a plasma thicker than the skin depth, with fixed collision frequency, the surface impedance varies as $\sqrt{i\omega/\sigma_p}$, where the conductivity $\sigma_p$ is proportional to density. Hence $R\propto n^{-1/2}$ if the coil field is uniform over distances much larger than the skin depth; a 10 cm plasma slab under such a field gives an exponent of $-0.500$ on doubling the density. If $T$ and the energy cost per pair are also fixed, $n\propto P$ and
\begin{equation}
V_c\propto\sqrt{P/R}\propto n^{3/4},\qquad
q\propto V_c\lambda\propto n^{1/4}.
\end{equation}
In the limit (\ref{limit}) the energy would grow in proportion to $n$. The present case lies outside that limit, but with this scaling of $R$ the direction survives. Doubling the power to 1000 W raises the powered-end voltage to 3700 V and the calculated mean ion energy from 363 to 575 eV. The increase is a factor of 1.6 instead of 2. This scaling of $R$ assumes a laterally uniform field and a local conductivity, and neither holds well here. For a five-turn coil of 10 cm radius with local conductivity the exponent is about $-0.25$, the voltage rises by a factor of 1.48 and the energy reaches only about 420 eV. At 5 mTorr an electron also crosses the 1.2 cm skin layer in a time comparable with $1/\omega$. With a nonlocal conductivity the exponent for that coil lies between 0 and about $-0.1$ and the voltage rises by 1.36 to 1.40; at the lower factor the energy is about 345 eV, slightly below its starting value. The rise to 575 eV is therefore an upper case. What holds in all these cases is that doubling the power leaves the ion energy at hundreds of eV.

\section*{Relation to a real reactor}

The frequency, power, pressure (5 mTorr) and window thickness are rough values for an argon etch reactor with an unshielded coil. A coil voltage of one or two kilovolts is plausible there, but it depends on inductance and termination and should be measured. The threshold for argon sputtering of silica is roughly a few tens of eV, so the powered-end energy is relevant to window erosion. The model does not predict an erosion rate.

Several neglected effects can be sized. With an ion mean free path of 17 mm at 400 K, about 7\% of ions collide within the static width of 1.25 mm, and about 11\% over the 2 mm reached by the moving sheath edge. Real coils have gaps: strips 1 cm wide at 2 cm pitch retain a little over nine tenths of the full-plate coupling, which lowers the low estimate from 219 to about 180 eV. The table also treats the coil end as a wide plate at the end voltage. For a coil of 10 cm radius this is close when the centre is powered (coupling about 0.97), but when the rim is powered the largest coupling is about 0.7 and the mean ion energy falls to about 160 eV. The rf charge returned through the grounded walls is about 0.08 of the powered-end window charge per unit area, or 0.09 if the area under the coil is excluded from the return path. This implies a plasma-potential swing of order 10 V, small beside the powered-end sheath voltage though not beside the floating drop. Density nonuniformity and secondary electrons are not included.

The power supplied to the ions should also be stated. At the powered end it is 1.3 W/cm$^2$. The return ratio assumes a mean coil voltage of half the end value, so the coil covers $2\times0.08\times2000\simeq320$ cm$^2$. If voltage falls linearly with covered area, Simpson's rule applied to the three tabulated energies gives a mean of $(363+4\times71+15.5)/6\simeq110$ eV. The excess over floating is about 95 eV, or roughly 110 W in all. This is additional to the 500 W absorbed inductively. The discharge remains mainly inductive, but the capacitive channel is not negligible.

\section*{Requested revision}

The claim that inductive mode by itself ensures floating-wall ion energies at the window should be withdrawn. The authors should report the coil voltage at both ends, the window thickness and any shield, and evaluate $q$ and $q\Omega$. A claim of floating-wall energies would be justified for an effective grounded shield, or where a calculation or measurement shows that the remaining rf sheath voltage is small compared with the floating potential. If the coil can be balanced at the same power and density, the present example, with full-plate coupling at the coil end, predicts a fall from 363 to 71 eV at the most exposed position. That is a large improvement, but still more than four times the floating-wall energy. The supporting values are collected in the numerical output.

\section*{Computed results}
\begin{verbatim}
Frequency: 13.56 MHz; absorbed power: 500 W
Electron temperature: 3.0 eV; pair energy cost: 70 eV
Loss area: 2000 cm2; edge/bulk density: 0.40
Coil inductance: 2.0 uH; plasma resistance: 6.0 ohm
Coil reactance: 170.4 ohm; current amplitude: 12.91 A
Window thickness: 2.0 cm; relative permittivity: 3.8
Window capacitance: 0.1682 pF/cm2
Edge density: 8.281e+10 cm^-3
Bulk density: 2.070e+11 cm^-3
Bohm speed: 2.692 km/s; Debye length: 44.74 um
Collisionless skin depth: 1.17 cm
Scaled drive charge q: 6.234; omega/omega_pi: 1.416
Scaled window capacitance c: 0.00850; flux ratio a: 0.00929
Ion current density: 3.571 mA/cm2
Drive displacement current amplitude: 31.531 mA/cm2
Floating-wall impact energy from formula: 15.54 eV
powered end: coil voltage amplitude 2199.9 V
  sheath voltage mean 347.1 V, peak 856.0 V
  ion energy mean 362.6 eV, 95th percentile 500.7 eV
  lean energy estimate 219.2 eV; ion outflow/inflow 1.003
  scaled momentum: impacts 15.443, balance 15.442
balanced end: coil voltage amplitude 1099.9 V
  sheath voltage mean 63.2 V, peak 151.1 V
  ion energy mean 71.4 eV, 95th percentile 105.9 eV
  lean energy estimate 27.5 eV; ion outflow/inflow 1.001
  scaled momentum: impacts 6.789, balance 6.787
ideal shield: coil voltage amplitude 0.0 V
  sheath voltage mean 14.0 V, peak 14.0 V
  ion energy mean 15.5 eV, 95th percentile 15.9 eV
  lean energy estimate 5.9 eV; ion outflow/inflow 1.001
  scaled momentum: impacts 3.222, balance 3.218
double power: coil voltage amplitude 3699.7 V
  sheath voltage mean 546.3 V, peak 1387.8 V
  ion energy mean 575.0 eV, 95th percentile 877.8 eV
  lean energy estimate 333.0 eV; ion outflow/inflow 1.009
  scaled momentum: impacts 19.408, balance 19.407
Double-power edge density: 1.656e+11 cm^-3
Double-power plasma resistance: 4.243 ohm
Resistance-density exponent: -0.500
Powered-end ion power flux: 1.295 W/cm2
Sheath width estimate: 1.251 mm
Pressure: 5.0 mTorr; gas temperature: 400 K
Ion mean free path: 16.57 mm; colliding fraction: 0.073
Turn pitch: 2.0 cm; strip width: 1.0 cm
Strip/full-plate coupling: 0.926; lean estimate with gaps: 183.4 eV
Grounded-wall/window drive charge per area: 0.079
\end{verbatim}
